\section*{Klein-Zone Transmission and Pair Creation at a Tanh Potential Step}

\section*{The problem}

A Dirac particle of mass $m$ moves in one space dimension in the static potential energy
\begin{equation}
U(x)=\frac{U_0}{2}\tanh\frac{x}{L},\qquad U_0>0,\quad L>0 .
\end{equation}
Units are $\hbar=c=1$. The Hamiltonian is $H=\alpha\hat p+\beta m+U$, with $\hat p=-i\,d/dx$, $\alpha=\sigma_3$ and $\beta=\sigma_1$. The potential is prescribed: interactions between the particles and their back-reaction on the step are neglected.

\section*{Part (a): channels and currents}

\textbf{Question.} Find the energies at which an electron wave on the left meets a negative-energy wave on the right. Which plane wave on the right carries current away from the step?

\textbf{Answer.} Far from the step the kinetic energies, rest energy included, are
\begin{equation}
\pi_-=E+\frac{U_0}{2}\ \text{(left)},\qquad \pi_+=E-\frac{U_0}{2}\ \text{(right)},
\end{equation}
and the momenta are $\pm p$ and $\pm q$, where
\begin{equation}
p=\sqrt{\pi_-^2-m^2},\qquad q=\sqrt{\pi_+^2-m^2}.
\end{equation}
An electron wave on the left requires $\pi_->m$, hence $E>m-U_0/2$. A negative-energy wave on the right requires $\pi_+<-m$, hence $E<U_0/2-m$. Together,
\begin{equation}
|E|<\frac{U_0}{2}-m. \label{zone}
\end{equation}
This is the Klein zone. It has nonzero width if and only if $U_0>2m$.

The time-dependent equation gives $\partial_t(\psi^\dagger\psi)=-\partial_x(\psi^\dagger\sigma_3\psi)$, because the terms with $m$ and $U$ cancel. The current is therefore $j=|\psi_1|^2-|\psi_2|^2$, independent of $x$ in a stationary state. For a plane wave $e^{ikx}$ with kinetic energy $\pi$, the first row of the Dirac equation reads $(\pi-k)\psi_1=m\psi_2$. With $m^2=(\pi-k)(\pi+k)$,
\begin{equation}
j=|\psi_1|^2\left[1-\frac{(\pi-k)^2}{m^2}\right]
=|\psi_1|^2\left[1-\frac{\pi-k}{\pi+k}\right]
=\frac{2k}{\pi+k}\,|\psi_1|^2. \label{current}
\end{equation}
Since $|\pi|>|k|$, the denominator has the sign of $\pi$. On the right $\pi_+<0$, so the wave with current to the right has $k=-q$. The group velocity $dE/dk=k/\pi_+$ agrees: it is positive for $k=-q$. The outgoing wave is $e^{-iqx}$.

\section*{Part (b): solution of the Dirac equation}

\textbf{Question.} Find the solution in the Klein zone that is purely outgoing on the right.

\textbf{Answer.} The two rows of $H\psi=E\psi$ are
\begin{equation}
(E-U+i\partial_x)\psi_1=m\psi_2,\qquad (E-U-i\partial_x)\psi_2=m\psi_1 .
\end{equation}
Apply $E-U-i\partial_x$ to the first row and use the second. The terms $\pm i(E-U)\psi_1'$ cancel, while $-i\partial_x$ acting on $-U$ leaves $+iU'$:
\begin{equation}
\psi_1''+\left[(E-U)^2-m^2+iU'\right]\psi_1=0. \label{second}
\end{equation}
Introduce
\begin{equation}
\xi=\frac{1+\tanh(x/L)}{2},\quad \Delta=\xi(1-\xi),\quad
\mu=\frac{ipL}{2},\quad \nu=\frac{iqL}{2},\quad g=\frac{U_0L}{2}.
\end{equation}
Then $d\xi/dx=2\Delta/L$, $E-U=\pi_--U_0\xi$ and $U'=2U_0\Delta/L$. Multiply \eqref{second} by $L^2/4$. The derivative term becomes $\Delta(\Delta\psi_1')'$, where primes now mean $d/d\xi$, and the last term becomes $ig\Delta\psi_1$. The remaining factor $\tfrac14L^2[(E-U)^2-m^2]$ is a quadratic in $\xi$ with value $-\mu^2$ at $\xi=0$, value $-\nu^2$ at $\xi=1$ and leading coefficient $g^2$. These three data fix it, so
\begin{equation}
\Delta(\Delta\psi_1')'+\left[-\mu^2(1-\xi)-\nu^2\xi-g^2\Delta+ig\Delta\right]\psi_1=0. \label{xi}
\end{equation}

Now write $\psi_1=wf$ with $w=\xi^\mu(1-\xi)^\nu$, and define $h=\Delta w'/w=\mu(1-\xi)-\nu\xi$. Two differentiations give
\begin{equation}
\Delta(\Delta\psi_1')'=w\left[\Delta(\Delta f')'+2h\Delta f'+(h^2+\Delta h')f\right].
\end{equation}
Here $h'=-(\mu+\nu)$. By the same three-data argument, $h^2=\mu^2(1-\xi)+\nu^2\xi-(\mu+\nu)^2\Delta$. The terms without a factor $\Delta$ cancel in \eqref{xi}. Division by $w\Delta$ leaves
\begin{equation}
\xi(1-\xi)f''+\left[1+2\mu-2(1+\mu+\nu)\xi\right]f'-ab\,f=0,
\end{equation}
with $ab=(\mu+\nu)^2+(\mu+\nu)+g^2-ig$. This factorizes with
\begin{equation}
a=\mu+\nu-ig,\qquad b=\mu+\nu+1+ig,
\end{equation}
and $a+b+1=2(1+\mu+\nu)$, as the hypergeometric equation demands. Its solution regular at $\xi=1$ gives
\begin{equation}
\psi_1=\xi^\mu(1-\xi)^\nu F(a,b;1+2\nu;1-\xi). \label{solution}
\end{equation}
For $x\to\infty$, $1-\xi\to e^{-2x/L}$ and $F\to1$, so $\psi_1\to e^{-iqx}$: the outgoing wave, with unit amplitude. The lower component follows from the first row of the Dirac equation.

\section*{Part (c): transmission}

\textbf{Question.} Obtain the transmission probability $T$ and the reflection probability $R$ in terms of hyperbolic sines, and show that both lie between zero and one.

\textbf{Answer.} Near $\xi=0$ the function $f=F(a,b;C;1-\xi)$, with $C=1+2\nu$, is a combination $Af_1+B\xi^{-2\mu}f_2$, where $f_1,f_2\to1$. To find $A$, continue temporarily to $\operatorname{Re}\mu<0$. The second term then vanishes at $\xi=0$, and Gauss's sum for $F(a,b;C;1)$ gives
\begin{equation}
A=\frac{\Gamma(1+2\nu)\Gamma(-2\mu)}{\Gamma(1+\nu-\mu+ig)\,\Gamma(\nu-\mu-ig)}. \label{A}
\end{equation}
To find $B$, use Euler's identity $f=\xi^{-2\mu}F(C-a,C-b;C;1-\xi)$ and continue to $\operatorname{Re}\mu>0$. The same sum gives
\begin{equation}
B=\frac{\Gamma(1+2\nu)\Gamma(2\mu)}{\Gamma(a)\Gamma(b)}. \label{B}
\end{equation}
Both coefficients are analytic in $\mu$ and hold at the imaginary value needed. Since $\xi\to e^{2x/L}$ on the far left, $\psi_1\to Ae^{ipx}+Be^{-ipx}$.

By \eqref{current}, the transmitted current is $2q/(|\pi_+|+q)$ and the incident current is $2p|A|^2/(\pi_-+p)$. Therefore
\begin{equation}
T=\frac{q}{p}\,\frac{\pi_-+p}{|\pi_+|+q}\,\frac1{|A|^2}. \label{TA}
\end{equation}
Let $P=pL/2$, $Q=qL/2$, $X=g+P-Q$ and $Y=g+Q-P$. For real $y$ the reflection formula of the gamma function gives
\begin{equation}
|\Gamma(1+iy)|^2=\frac{\pi y}{\sinh\pi y},\qquad |\Gamma(iy)|^2=\frac{\pi}{y\sinh\pi y}.
\end{equation}
The arguments in the denominator of \eqref{A} are $1+iY$ and $-iX$, so
\begin{align}
|A|^2&=\frac{2\pi Q}{\sinh2\pi Q}\,\frac{\pi}{2P\sinh2\pi P}\,
\frac{\sinh\pi Y}{\pi Y}\,\frac{X\sinh\pi X}{\pi}\nonumber\\
&=\frac{Q}{P}\,\frac XY\,\frac{\sinh\pi X\sinh\pi Y}{\sinh2\pi P\sinh2\pi Q}.
\end{align}
Insert this in \eqref{TA}. The factors $q/p$ and $P/Q$ cancel, and the remaining algebraic prefactor is
\begin{equation}
\frac{(\pi_-+p)(U_0+q-p)}{(|\pi_+|+q)(U_0+p-q)} .
\end{equation}
It equals one. Indeed $U_0=\pi_-+|\pi_+|$, and
\begin{align}
(\pi_-+p)\left[(\pi_--p)+(|\pi_+|+q)\right]&=m^2+(\pi_-+p)(|\pi_+|+q),\\
(|\pi_+|+q)\left[(|\pi_+|-q)+(\pi_-+p)\right]&=m^2+(\pi_-+p)(|\pi_+|+q).
\end{align}
The result is
\begin{equation}
T=\frac{\sinh(\pi Lp)\,\sinh(\pi Lq)}
{\sinh\left[\frac{\pi L}{2}(U_0+p-q)\right]\sinh\left[\frac{\pi L}{2}(U_0-p+q)\right]}. \label{T}
\end{equation}

Current conservation gives $R=1-T$. With $X+Y=2g$ and $X-Y=2(P-Q)$, the products are
\begin{align}
\sinh\pi X\sinh\pi Y&=\tfrac12[\cosh2\pi g-\cosh2\pi(P-Q)],\\
\sinh2\pi P\sinh2\pi Q&=\tfrac12[\cosh2\pi(P+Q)-\cosh2\pi(P-Q)].
\end{align}
Their difference is $\tfrac12[\cosh2\pi g-\cosh2\pi(P+Q)]$, and hence
\begin{equation}
R=\frac{\sinh\left[\frac{\pi L}{2}(U_0+p+q)\right]\sinh\left[\frac{\pi L}{2}(U_0-p-q)\right]}
{\sinh\left[\frac{\pi L}{2}(U_0+p-q)\right]\sinh\left[\frac{\pi L}{2}(U_0-p+q)\right]}.
\end{equation}
Because $p<\pi_-$ and $q<|\pi_+|$, we have $|p-q|<p+q<U_0$. All the hyperbolic sines are positive inside the zone, so $T>0$, $R>0$ and both are below one. At either edge of the zone $p$ or $q$ vanishes, and $T$ vanishes with it.

\section*{Part (d): pairs, and why they stop}

\textbf{Question.} Relate $T$ to the number of pairs created from the vacuum, and show that steady creation is absent for $U_0\le2m$.

\textbf{Answer.} In the vacuum, positive-energy states arriving from the left are empty and negative-energy states arriving from the right are filled. With current-normalized waves, the operator of the outgoing left channel is
\begin{equation}
b_{\rm out,left}=r\,b_{\rm in,left}+t'\,b_{\rm in,right}.
\end{equation}
Current conservation makes the $2\times2$ scattering matrix unitary, so $|t'|^2=|t|^2=T$. With input occupations zero and one,
\begin{equation}
\langle b^\dagger_{\rm out,left}b_{\rm out,left}\rangle=T .
\end{equation}
The outgoing right channel has occupation $R=1-T$, which is a hole, or positron, with mean number $T$. Thus $T$ is the mean number of pairs per mode, and $T<1$ agrees with the Pauli principle.

An incoming channel holds $dk/2\pi$ states per unit length, moving at speed $|dE/dk|$. Its flux is $dE/2\pi$, and the pair rate is
\begin{equation}
\Gamma=\int_{-(U_0/2-m)}^{U_0/2-m}\frac{dE}{2\pi}\,T(E),\qquad U_0>2m. \label{rate}
\end{equation}

For $U_0<2m$, condition \eqref{zone} has no solution. An electron wave on the right needs $E>m+U_0/2$, where the left side also carries electrons. A negative-energy wave on the left needs $E<-m-U_0/2$, where the right side is negative-energy too. When both sides are open, the two inputs are therefore both empty or both filled. Unitarity then makes both outputs empty or both filled, with no electron or hole produced. When one side is open, the evanescent side carries no current, reflection is total, and the occupation is unchanged.

There remains the gap $|E|<m-U_0/2$, where both sides are evanescent. A bound state there would leave the division between sea and electron states to be settled. In the gap, replace $\mu$ and $\nu$ by positive real decay constants times $L/2$. The derivation of \eqref{solution} is unchanged, and this solution decays on the right. On the left its growing part $\xi^{-\mu}$ has the coefficient \eqref{B}. That coefficient is nonzero, because $a$ and $b$ have imaginary parts $\mp g\ne0$ and cannot sit at a pole of the gamma function. There is no bound state in the gap.

At $U_0=2m$ the Klein zone has zero width and the rate is zero. The conclusion concerns steady creation by a static step. A step that is switched on can transfer energy from its time dependence and make a transient number of pairs even below $2m$.

\section*{Part (e): limits}

\textbf{Question.} Examine $\Gamma$ just above $U_0=2m$, and $T$ for very sharp and very gentle steps.

\textbf{Answer.} Let $\delta=U_0-2m$, with $\delta\ll m$ and $L^2m\delta\ll1$. In the zone $\pi_-=m+\delta/2+E$ and $|\pi_+|=m+\delta/2-E$, so to leading order
\begin{equation}
p^2\simeq2m\left(\frac\delta2+E\right),\qquad q^2\simeq2m\left(\frac\delta2-E\right).
\end{equation}
The numerator of \eqref{T} becomes $\pi^2L^2pq$, and its denominator becomes $\sinh^2(\pi mL)$. The area of a half-disc of radius $\delta/2$ then gives
\begin{equation}
\int pq\,dE\simeq2m\int_{-\delta/2}^{\delta/2}\sqrt{\frac{\delta^2}{4}-E^2}\,dE=\frac{\pi m\delta^2}{4},
\end{equation}
\begin{equation}
\Gamma\simeq\frac{\pi^2mL^2\,\delta^2}{8\sinh^2(\pi mL)}. \label{law}
\end{equation}
One power of $\delta$ comes from the width of the zone and one from the product $pq$. Creation dies out continuously.

For a sharp step, $LU_0\ll1$, each hyperbolic sine becomes its argument:
\begin{equation}
T\to\frac{4pq}{U_0^2-(p-q)^2}.
\end{equation}

For a gentle step take $E=0$, where $p=q=\sqrt{U_0^2/4-m^2}$. If $Lp\gg1$,
\begin{equation}
T=\frac{\sinh^2(\pi Lp)}{\sinh^2(\pi LU_0/2)}\simeq
\exp\left[-2\pi L\left(\frac{U_0}{2}-p\right)\right]
=\exp\left[-\frac{2\pi Lm^2}{U_0/2+p}\right].
\end{equation}
For $U_0\gg m$ the last denominator is close to $U_0$. Replacing it by $U_0$ changes the exponent by about $2\pi Lm^4/U_0^3$, so the replacement also needs $Lm^4/U_0^3\ll1$. Let $F=U'(0)=U_0/(2L)$ be the peak magnitude of the force. All these conditions hold when $U_0\to\infty$ at fixed $F$, and then
\begin{equation}
T\to\exp\left(-\frac{\pi m^2}{F}\right),
\end{equation}
the constant-force result, since in this limit $U(x)\to Fx$ at every fixed $x$. For $U_0=20m$ and $L=10/m$, \eqref{T} gives $0.04287$, against $0.04321$ from this exponential. The next term of $U_0/2+p\simeq U_0-m^2/U_0$ raises the exponent's magnitude by the fraction $m^2/U_0^2$, which accounts for the $0.8\%$ deficit.

\section*{Part (f): numbers}

\textbf{Question.} Evaluate the transmission and the pair rate for $U_0=3m$ and $L=0.5/m$. Compare with a filled sea evolved in time, above and below the threshold.

\textbf{Answer.} The Klein zone is $|E|<0.5m$. At $E=0.25m$ the kinetic energies are $1.75m$ and $-1.25m$, with $p=1.436m$ and $q=0.750m$. Formula \eqref{T} reads
\begin{equation}
T=\frac{\sinh(0.5\pi\times1.436)\,\sinh(0.5\pi\times0.750)}
{\sinh(0.25\pi\times3.686)\,\sinh(0.25\pi\times2.314)}=0.257 .
\end{equation}
The amplitude route gives the same value. With $|A|^2=3.239$, \eqref{TA} is
\begin{equation}
T=\frac{0.750}{1.436}\times\frac{1.75+1.436}{1.25+0.750}\times\frac1{3.239}=0.257 .
\end{equation}
Direct integration of the first-order Dirac equation, in a different spinor basis, agrees with the formulas for $T$ and $R$ within the test tolerance of $10^{-7}$. A sharp step of the same height would transmit $0.505$ at this energy, so smoothing the step over $L=0.5/m$ roughly halves the transmission.

The transmission is $0.289$ at $E=0$ and $0.141$ at $E=0.45m$, where $q$ has fallen to $0.320m$. Integrating over the zone as in \eqref{rate} gives
\begin{equation}
\Gamma=0.0372\,m .
\end{equation}
For the electron mass this is $2.89\times10^{19}\ {\rm s^{-1}}$, at a step of $1.533$ MeV and width parameter $L=0.193$ pm. The threshold $2m$ is $1.022$ MeV. This is only a change of units for one channel of the one-dimensional model: spin degeneracy and transverse momenta are not counted, and the peak force $F=3m^2$ corresponds to a field of $4.0\times10^{18}$ V/m, three times the critical field $m^2/e$ and far beyond any static laboratory field.

Lowering the step to $2.1m$ reduces the rate to $5.49\times10^{-4}m$, and at $2.01m$ it is $5.79\times10^{-6}m$. There the threshold law \eqref{law} gives $5.82\times10^{-6}m$, high by $0.6\%$ of the integrated rate. At $U_0=3m$ the law gives $0.0582m$, high by $56\%$: $\delta=m$ is outside its regime.

The counting argument of part (d) can be tested without using scattering states. The filled free sea is placed on a periodic lattice, and the potential is switched on suddenly. Periodicity requires a step up and a step down, which both feed electrons into the low region. For $U_0=3m$ the electron number gained there grows from $1.446$ at time $15/m$ to $3.671$ at $45/m$. Per step this is
\begin{equation}
\frac{3.671-1.446}{2\times30}\,m=0.0371\,m ,
\end{equation}
within $0.4\%$ of $\Gamma$. The program tests the least-squares slope over the whole window, $0.03709m$ per step, and allows it $6\%$. The lattice spacing is $0.25/m$, only half of $L$, and the counts carry a discretization error: at zero spacing the count at $15/m$ is about $1.438$ and the slope lies within $0.1\%$ of $\Gamma$, so the small deficit comes from the spacing rather than from the time window or switching transients.

For $U_0=1.5m$ the gain is $0.1338$ at both times on this lattice (about $0.130$ at zero spacing), and the fitted rate is zero to the five decimals shown. The constant offset contains the displacement of the sea by the potential together with any transient pairs; the count does not separate them. The smallest $|E|$ in this lattice spectrum is $0.252m$, just outside the gap edge $m-U_0/2=0.250m$, in agreement with the absence of bound states. The remaining values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
mass m = 1.0, step U0 = 3.0 m, width L = 0.50 /m
Klein zone half-width U0/2 - m = 0.500 m
peak force U0/(2L) = 3.000 m^2
E = 0.00 m: p = 1.11803 m, q = 1.11803 m
   T formula 0.2886641, T integrated 0.2886641, R 0.7113359
E = 0.25 m: p = 1.43614 m, q = 0.75000 m
   T formula 0.2568628, T integrated 0.2568628, R 0.7431372
E = 0.45 m: p = 1.67407 m, q = 0.32016 m
   T formula 0.1407188, T integrated 0.1407188, R 0.8592812
E = 0.25 m: |A|^2 = 3.238904, |B|^2 = 0.237103
sharp step, E = 0.25 m: T = 0.505137
U0 = 20 m, L = 10 /m, E = 0: T = 0.042874
   constant-force value exp(-pi m^2/F) = 0.043214
U0 = 3.00 m: rate = 3.72149e-02 m, threshold law 5.82376e-02 m
U0 = 2.50 m: rate = 1.12649e-02 m, threshold law 1.45594e-02 m
U0 = 2.20 m: rate = 2.08094e-03 m, threshold law 2.32951e-03 m
U0 = 2.10 m: rate = 5.49350e-04 m, threshold law 5.82376e-04 m
U0 = 2.01 m: rate = 5.78876e-06 m, threshold law 5.82376e-06 m
lattice sea: particles gained by low side (two steps)
U0 = 3.0 m: 1.4458 at t = 15 /m, 3.6708 at t = 45 /m
   fitted rate per step = 0.03709 m
U0 = 1.5 m: 0.1338 at t = 15 /m, 0.1338 at t = 45 /m
   fitted rate per step = 0.00000 m
U0 = 1.5 m: gap edge 0.2500 m, smallest |E| on lattice 0.2520 m
step height = 1.5330 MeV
threshold 2m = 1.0220 MeV
width L = 0.1931 pm
pair rate at U0 = 3 m: 2.8892e+19 1/s
\end{verbatim}
